# Spontaneous polarization of ideal ice XI from 3 debye molecular dipoles: a program that tests the result

```python
"""Spontaneous polarization of ideal ferroelectric ice XI.

Result under test: P_c = n*mu/sqrt(3) = 3*mu/(8*d**3) when all protons on
bonds parallel to c point the same way.
  mu : dipole of one molecule, along the bisector of its two donated bonds
  d  : oxygen-oxygen distance of the ideal tetrahedral lattice
  n  : number of molecules per volume
For any state obeying the ice rules, P_c is this value times the mean
direction (+1 or -1) of the c-axis bonds.
"""
import numpy as np
from scipy import constants as const
from pyscf import gto, dft

debye = 1e-21 / const.c                 # C m
angstrom = 1e-10                        # m
mu_debye = 3.0
mu = mu_debye * debye
d = 2.75                                # angstrom, rough value for cold ice


def polarization(dipole_debye, distance):
    """Derived formula; distance in angstrom, result in C/m^2."""
    return 3 * dipole_debye * debye / (8 * (distance * angstrom) ** 3)


P_formula = polarization(mu_debye, d)

# Ideal orthorhombic cell; the first four sites form one bilayer.
a = d * np.sqrt(8 / 3)
cell = np.array([a, np.sqrt(3) * a, 8 * d / 3])
sites = np.array([
    [0, 1/3, 1/16], [1/2, 5/6, 1/16], [1/2, 1/6, -1/16], [0, 2/3, -1/16],
    [1/2, 1/6, 9/16], [0, 2/3, 9/16], [0, 1/3, 7/16], [1/2, 5/6, 7/16]])
volume = np.prod(cell)
assert np.isclose(volume / 8, 8 * d**3 / (3 * np.sqrt(3)), rtol=1e-12)

# Find bonds from distances, including periodic images.
bonds = []
for i in range(8):
    for j in range(i + 1, 8):
        for shift in np.ndindex(3, 3, 3):
            vector = (sites[j] - sites[i] + np.array(shift) - 1) * cell
            if abs(np.linalg.norm(vector) - d) < 1e-6:
                bonds.append((i, j, vector / d))
assert len(bonds) == 16
for site in range(8):
    around = [u if i == site else -u for i, j, u in bonds if site in (i, j)]
    assert len(around) == 4
    gram = np.array(around) @ np.array(around).T
    assert np.allclose(gram, 4/3 * np.eye(4) - 1/3, atol=1e-10)

# Enumerate every proton assignment and retain two donations per molecule.
first = np.zeros((16, 8), dtype=int)
second = np.zeros((16, 8), dtype=int)
for k, (i, j, u) in enumerate(bonds):
    first[k, i] = 1
    second[k, j] = 1
assignments = (np.arange(2**16)[:, None] >> np.arange(16)) & 1
donations = assignments @ first + (1 - assignments) @ second
ice_states = assignments[np.all(donations == 2, axis=1)]


def donated_vectors(state):
    result = [[] for _ in range(8)]
    for bit, (i, j, u) in zip(state, bonds):
        if bit:
            result[i].append(u)
        else:
            result[j].append(-u)
    return np.array(result)


def has_ice_xi_symmetry(donated):
    """Test C centring, mirror normal to a, and twofold screw along c."""
    protons = (sites[:, None, :] + donated / cell).reshape(-1, 3)
    operations = [
        (np.array([1, 1, 1]), np.array([.5, .5, 0])),
        (np.array([-1, 1, 1]), np.zeros(3)),
        (np.array([-1, -1, 1]), np.array([0, 0, .5]))]
    for signs, translation in operations:
        moved = protons * signs + translation
        difference = moved[:, None, :] - protons[None, :, :]
        difference -= np.round(difference)
        nearest = np.linalg.norm(difference, axis=2).min(axis=1)
        if nearest.max() > 1e-6:
            return False
    return True


saturated = []
ice_xi = []
largest_Pc = 0.0
for state in ice_states:
    donated = donated_vectors(state)
    directions = donated.sum(axis=1)
    directions /= np.linalg.norm(directions, axis=1)[:, None]
    assert np.allclose(abs(directions[:, 2]), 1 / np.sqrt(3), atol=1e-10)
    P_vector = mu * directions.sum(axis=0) / (volume * angstrom**3)
    c_bonds = [(1 if bit else -1) * np.sign(u[2])
               for bit, (i, j, u) in zip(state, bonds) if abs(u[2]) > 0.9]
    assert len(c_bonds) == 4
    assert np.isclose(P_vector[2], P_formula * np.mean(c_bonds), atol=1e-10)
    largest_Pc = max(largest_Pc, abs(P_vector[2]))
    if np.mean(c_bonds) == 1:
        saturated.append(P_vector)
        if has_ice_xi_symmetry(donated):
            ice_xi.append((donated, directions, P_vector))
assert len(ice_xi) == 1
donated_xi, directions_xi, P_xi = ice_xi[0]
assert np.allclose(P_xi, [0, 0, P_formula], atol=1e-10)
assert np.isclose(largest_Pc, P_formula, rtol=1e-10)
transverse = np.linalg.norm(np.array(saturated)[:, :2], axis=1)
number_transverse = int(np.sum(transverse > 1e-8))
bilayer_b = [directions_xi[:4, 1].mean(), directions_xi[4:, 1].mean()]
assert np.allclose(directions_xi[:4, 1], bilayer_b[0], atol=1e-10)
assert np.isclose(abs(bilayer_b[0]), np.sqrt(2 / 3), atol=1e-10)
assert np.isclose(bilayer_b[0], -bilayer_b[1], atol=1e-10)

# Direct Coulomb potential step across a one-cell-thick disc of molecules.
oh_model = 1.0                          # angstrom
charge = mu / (oh_model * angstrom * 2 / np.sqrt(3))
oxygen = sites * cell
hydrogen = (oxygen[:, None, :] + oh_model * donated_xi).reshape(-1, 3)
positions = np.vstack([oxygen, hydrogen])
charges = np.r_[np.full(8, -2 * charge), np.full(16, charge)]
radius, height = 300.0, 20.0            # angstrom
nx, ny = np.meshgrid(np.arange(-70, 71), np.arange(-42, 43), indexing="ij")
origins = np.column_stack([nx.ravel() * cell[0], ny.ravel() * cell[1]])
origins = origins[np.sum(origins**2, axis=1) < radius**2]
middle = oxygen[:, 2].mean()


def disc_potential(z):
    total = 0.0
    for position, q in zip(positions, charges):
        xy = origins + position[:2]
        distance = np.sqrt(np.sum(xy**2, axis=1) + (z - position[2])**2)
        total += q * np.sum(1 / distance)
    return total / (4 * np.pi * const.epsilon_0 * angstrom)


step_coulomb = disc_potential(middle + height) - disc_potential(middle - height)
step_infinite = P_formula * cell[2] * angstrom / const.epsilon_0
step_disc = step_infinite * (1 - height / np.hypot(height, radius))
# The ragged disc edge and finite thickness cause errors below this level.
assert abs(step_coulomb / step_disc - 1) < 3e-3

# Free molecule at a fixed geometry: no induction by neighbours.
oh_free, angle_free = 0.96, np.radians(104.5)
hx = oh_free * np.sin(angle_free / 2)
hz = oh_free * np.cos(angle_free / 2)
molecule = gto.M(atom=[["O", (0, 0, 0)], ["H", (hx, 0, hz)],
                       ["H", (-hx, 0, hz)]], basis="aug-cc-pvdz", verbose=0)
calculation = dft.RKS(molecule)
calculation.xc = "PBE0"
calculation.kernel()
assert calculation.converged
mu_free = np.linalg.norm(calculation.dip_moment(unit="Debye", verbose=0))
assert mu_free < mu_debye

# Zero-point libration about the two axes that tilt the dipole.
masses = np.array([15.999, 1.008, 1.008]) * const.atomic_mass
atoms = np.array([[0, 0, 0], [hx, 0, hz], [-hx, 0, hz]]) * angstrom
atoms -= np.average(atoms, axis=0, weights=masses)
inertia = [np.sum(masses * atoms[:, 2]**2),
           np.sum(masses * (atoms[:, 0]**2 + atoms[:, 2]**2))]
quantum_meV = 100.0
quantum = quantum_meV * 1e-3 * const.e
mean_cosines = []
mean_squares = []
for moment in inertia:
    theta = np.linspace(-1.5, 1.5, 601)
    spacing = theta[1] - theta[0]
    kinetic = const.hbar**2 / (2 * moment * spacing**2) / quantum
    potential = 0.5 * moment * (quantum / const.hbar)**2 * theta**2 / quantum
    hamiltonian = (np.diag(2 * kinetic + potential)
                   - kinetic * np.eye(601, k=1) - kinetic * np.eye(601, k=-1))
    ground = np.linalg.eigh(hamiltonian)[1][:, 0]**2
    mean_squares.append(const.hbar**2 / (2 * moment * quantum))
    mean_cosines.append(np.sum(ground * np.cos(theta)))
    assert np.isclose(np.sum(ground * theta**2), mean_squares[-1], rtol=2e-3)
    assert abs(mean_cosines[-1] - (1 - mean_squares[-1] / 2)) < 1e-3
libration_factor = np.prod(mean_cosines)

# Other effects outside the ideal model.
angle_ideal = np.degrees(np.arccos(-1 / 3))
angle_crystal = 107.0
tilt = (angle_ideal - angle_crystal) / 2
tilt_ratios = [np.cos(np.radians(angle_ideal / 2 + s * tilt)) * np.sqrt(3)
               for s in (-1, 1)]
ordered_fraction = 0.6
epsilon_inf, gap_eV, temperature = 1.7, 9.0, 70.0
field = P_formula / (const.epsilon_0 * epsilon_inf)
critical_nm = gap_eV / field * 1e9
thermal_meV = const.k * temperature / const.e * 1e3

print(f"Assigned dipole: {mu_debye:.2f} D = {mu:.4e} C m")
print(f"O-O distance (rough input): {d:.3f} angstrom")
print("Cell a, b, c:", " ".join(f"{x:.4f}" for x in cell), "angstrom")
print(f"Volume per molecule: {volume / 8:.3f} angstrom^3")
print(f"Number density: {8 / (volume * angstrom**3):.4e} m^-3")
print(f"Dipole angle to c: {angle_ideal / 2:.3f} degrees")
print(f"Projection factor on c: {directions_xi[0, 2]:.5f}")
print(f"n*mu without projection: {8 * mu / (volume * angstrom**3):.4f} C/m^2")
print(f"P_c from formula: {P_formula:.5f} C/m^2")
print(f"P_c from ice XI molecular sum: {P_xi[2]:.5f} C/m^2")
print(f"P_c converted: {P_formula * 100:.2f} uC/cm^2")
print(f"Ice-rule states in cell: {len(ice_states)}")
print(f"States with all c-bonds up: {len(saturated)}")
print(f"Of these, with transverse polarization: {number_transverse}")
print(f"Of these, with Cmc2_1 symmetry: {len(ice_xi)}")
print(f"b-component/mu, bilayers: {bilayer_b[0]:.4f} {bilayer_b[1]:.4f}")
print(f"Disc radius and probe height: {radius:.0f} {height:.0f} angstrom")
print(f"Disc potential step, Coulomb sum: {step_coulomb:.3f} V")
print(f"Disc potential step, from P: {step_disc:.3f} V")
print(f"Infinite one-cell slab step, fixed dipoles: {step_infinite:.2f} V")
print(f"P change for 0.2 D: {polarization(0.2, d):.4f} C/m^2")
print(f"P at d + 0.01 angstrom: {polarization(mu_debye, d + .01):.4f} C/m^2")
print(f"Free H2O geometry: {oh_free:.2f} angstrom, "
      f"{np.degrees(angle_free):.1f} degrees")
print(f"Free H2O dipole, PBE0/aug-cc-pVDZ: {mu_free:.3f} D")
print(f"P using free-molecule dipole: {polarization(mu_free, d):.4f} C/m^2")
print(f"Molecular angle for tilt estimate: {angle_crystal:.1f} degrees")
print(f"Bisector tilt: {tilt:.2f} degrees")
print(f"P ratios at tilt limits: {tilt_ratios[0]:.4f} {tilt_ratios[1]:.4f}")
print(f"Libration quantum (rough input): {quantum_meV:.0f} meV")
print(f"rms libration angles: {np.degrees(np.sqrt(mean_squares[0])):.2f} "
      f"{np.degrees(np.sqrt(mean_squares[1])):.2f} degrees")
print(f"Zero-point libration factor: {libration_factor:.4f}")
print(f"Ordered fraction (illustrative): {ordered_fraction:.2f}")
print(f"P at this fraction: {ordered_fraction * P_formula:.4f} C/m^2")
print(f"Temperature of use (rough): {temperature:.0f} K")
print(f"Thermal energy: {thermal_meV:.2f} meV")
print(f"Electronic permittivity (rough input): {epsilon_inf:.2f}")
print(f"Band gap (rough input): {gap_eV:.1f} eV")
print(f"Open-circuit field magnitude: {field / 1e8:.1f} MV/cm")
print(f"Thickness where drop reaches gap: {critical_nm:.3f} nm")
print("all good")
```

It prints:

```
Assigned dipole: 3.00 D = 1.0007e-29 C m
O-O distance (rough input): 2.750 angstrom
Cell a, b, c: 4.4907 7.7782 7.3333 angstrom
Volume per molecule: 32.019 angstrom^3
Number density: 3.1232e+28 m^-3
Dipole angle to c: 54.736 degrees
Projection factor on c: 0.57735
n*mu without projection: 0.3125 C/m^2
P_c from formula: 0.18044 C/m^2
P_c from ice XI molecular sum: 0.18044 C/m^2
P_c converted: 18.04 uC/cm^2
Ice-rule states in cell: 114
States with all c-bonds up: 25
Of these, with transverse polarization: 18
Of these, with Cmc2_1 symmetry: 1
b-component/mu, bilayers: 0.8165 -0.8165
Disc radius and probe height: 300 20 angstrom
Disc potential step, Coulomb sum: 13.950 V
Disc potential step, from P: 13.951 V
Infinite one-cell slab step, fixed dipoles: 14.94 V
P change for 0.2 D: 0.0120 C/m^2
P at d + 0.01 angstrom: 0.1785 C/m^2
Free H2O geometry: 0.96 angstrom, 104.5 degrees
Free H2O dipole, PBE0/aug-cc-pVDZ: 1.867 D
P using free-molecule dipole: 0.1123 C/m^2
Molecular angle for tilt estimate: 107.0 degrees
Bisector tilt: 1.24 degrees
P ratios at tilt limits: 1.0303 0.9693
Libration quantum (rough input): 100 meV
rms libration angles: 10.53 6.21 degrees
Zero-point libration factor: 0.9775
Ordered fraction (illustrative): 0.60
P at this fraction: 0.1083 C/m^2
Temperature of use (rough): 70 K
Thermal energy: 6.03 meV
Electronic permittivity (rough input): 1.70
Band gap (rough input): 9.0 eV
Open-circuit field magnitude: 119.9 MV/cm
Thickness where drop reaches gap: 0.751 nm
all good
```
